# Janak's theorem and Slater's half-occupation rule, part 2

How well does one Kohn–Sham eigenvalue give the energy of removing a whole electron? Energies are in hartree. $E$ is the total energy with self-consistent orbitals at fixed occupations $n_i$, which may be fractional, and $\varepsilon_i$ is an eigenvalue of the Kohn–Sham operator $h$. As long as the solution changes smoothly, Janak's theorem holds:

$$\boxed{\frac{\partial E}{\partial n_i}=\varepsilon_i} \tag{4}$$

With one occupation $n$ varying and the others fixed, $\varepsilon(n)=E'(n)$; primes are derivatives with respect to $n$. For a change $\Delta$ about the midpoint $m$, if $E'''$ is continuous,

$$\boxed{E(m+\tfrac{\Delta}{2})-E(m-\tfrac{\Delta}{2})=\Delta\,\varepsilon(m)+\frac{\Delta^3}{24}E'''(\xi)} \tag{6}$$

with $\xi$ somewhere inside the interval. Dropping the last term is Slater's half-occupation rule.

The example is the beryllium atom in the spin-unpolarized local density approximation (Slater exchange, VWN correlation), with 14 s-type Gaussians, two electrons in 1s and $n$ in 2s. The atom has $n=2$ and the ion $n=1$, so $m=\tfrac32$, $\Delta=1$, and the ionization energy is $I=E(1)-E(2)\approx-\varepsilon(\tfrac32)$. The self-consistent results are:

| $n$ | $E(n)$ | $\varepsilon(n)$ |
|---|---|---|
| 1.00 | −14.09754 | −0.50117 |
| 1.25 | −14.21306 | −0.42324 |
| 1.50 | −14.30935 | −0.34755 |
| 1.75 | −14.38708 | −0.27484 |
| 2.00 | −14.44707 | −0.20575 |

At $n=1.5$ the curvature $E''$ is 0.2972 with relaxed orbitals; "frozen" means that the orbitals are kept while only the occupation varies.

The closing printout also checks the energy change when orbitals $a$ and $b$ are rotated into each other by an angle $\theta$:

$$\frac{dE}{d\theta}=2n_a\langle b|h|a\rangle-2n_b\langle a|h|b\rangle=2(n_a-n_b)\langle a|h|b\rangle. \tag{2}$$

There the 1s and 2s orbitals at $(n_{1s},n_{2s})=(2,1.5)$ are rotated by 0.1 rad.

Q: Perhaps the midpoint is merely convenient. Why not 0.4 or 0.6 of the way?

A: Try the point $m+u\Delta$ instead. There $\varepsilon(m+u\Delta)=\varepsilon(m)+u\Delta E''(m)+O(\Delta^2)$, so

$$E(m+\tfrac{\Delta}{2})-E(m-\tfrac{\Delta}{2})-\Delta\,\varepsilon(m+u\Delta)=-u\Delta^2E''(m)+O(\Delta^3).$$

If $E''(m)\ne0$, a fixed $u$ removes the second-order error only when $u=0$. Geometrically, the chord of a parabola has the same slope as the tangent at the midpoint. If $\varepsilon$ were a straight line in $n$, the half-way eigenvalue would give the energy difference without error.

Q: You call the error third order. But $\Delta=1$, and one cubed is one. The word "order" seems to promise smallness without delivering it.

A: It promises a scaling law. The size at $\Delta=1$ is a separate matter. For the law, shrink the interval about $m=1.5$ and compute the remainder

$$R(\Delta)=E(m+\tfrac{\Delta}{2})-E(m-\tfrac{\Delta}{2})-\Delta\,\varepsilon(m).$$

| $\Delta$ | $R$ (hartree) | $24R/\Delta^3$ (hartree) |
|---|---|---|
| 1.00 | $-1.982\times10^{-3}$ | −0.04756 |
| 0.50 | $-2.492\times10^{-4}$ | −0.04784 |
| 0.25 | $-3.119\times10^{-5}$ | −0.04791 |

A cubic law predicts a factor of 8 for each halving. The ratios are $1.982/0.2492=7.95$ and $2.492/0.3119=7.99$.

The small drift in the last column also has a source. If the Taylor series is carried on, the next odd term contributes $2(\Delta/2)^5E^{(5)}(m)/120=\Delta^5E^{(5)}(m)/1920$ to $R$. Hence

$$\frac{24R}{\Delta^3}=E'''(m)+\frac{\Delta^2}{80}E^{(5)}(m)+\dots$$

The drift should be proportional to $\Delta^2$. The step from $\Delta=1$ to 0.5 should then be $(1-0.25)/(0.25-0.0625)=4$ times the step from 0.5 to 0.25. Taken with all the digits printed below, the remainders give steps of 0.00029 and 0.000066, a ratio of about 4.3. This is near 4 but not equal to it, since the prediction keeps only the term in $\Delta^2$.

Q: Very well, the law is cubic. What makes the error small at $\Delta=1$?

A: Two factors: the $1/24$, and a third derivative that is small in this system. Differences of eigenvalues give $E'''$ without using total energies. The values are −0.0233 hartree at $n=1.05$, −0.0479 at 1.50 and −0.0656 at 1.95. The number $24R(1)=-0.0476$ lies between these values, which is consistent with (6): it must equal $E'''(\xi)$ at some $\xi$ between 1 and 2.

The half-way eigenvalue gives

$$-\varepsilon(1.5)=0.34755\text{ hartree}=9.457\text{ eV},$$

and the difference of total energies gives

$$I=0.34953\text{ hartree}=9.511\text{ eV}.$$

The rule is too low by 0.00198 hartree, or 0.054 eV. Relative to $I$ this is $0.00198/0.34953$, about 0.6%. The sign follows from (6): $E'''$ is negative, so $-E'''/24$ is a positive amount that the rule omits.

Q: Is 9.51 eV then the ionization energy of beryllium?

A: It is the ionization energy of this model. The functional is approximate, the basis is finite, and the ion is treated without spin polarization although it has an odd electron. I kept it so in order that both ends lie on one smooth curve. The 0.054 eV measures how well the half-way rule reproduces the model's own energy difference. It says nothing about how close the model is to experiment. The last digits in the tables belong to this basis. A larger one of 24 s Gaussians lowers each total energy by about 0.00014 hartree, moves $E'''(1.5)$ from −0.0479 to −0.0481 and $24R/\Delta^3$ by 0.0001 to 0.0002 hartree, and leaves 9.511 and 9.457 eV unchanged.

Q: Why go to a fractional occupation at all? The ordinary calculation on the neutral atom already supplies an eigenvalue.

A: It supplies the slope at the upper end, $\varepsilon(2)=-0.20575$ hartree. As an estimate of the ionization energy that is 5.60 eV, against 9.51 eV for the energy difference. To see why, expand both quantities about $m$ for $\Delta=1$:

$$\varepsilon(m+\tfrac12)=E'+\tfrac12E''+\tfrac18E'''+\tfrac1{48}E''''+\dots,$$

$$E(m+\tfrac12)-E(m-\tfrac12)=E'+\tfrac1{24}E'''+\dots$$

All derivatives on the right are taken at $m$. Since $\tfrac18-\tfrac1{24}=\tfrac1{12}$, the error of the upper-end eigenvalue is

$$\varepsilon(2)-[E(2)-E(1)]=\tfrac12E''+\tfrac1{12}E'''+\tfrac1{48}E''''+\dots$$

The curvature now enters directly. With $E''=0.2972$ and $E'''=-0.0479$ hartree, the first two terms are $0.1486-0.0040=0.1446$. The actual error is $-0.2057+0.3495=0.1438$ hartree.

The remaining $-0.0008$ has the sign and size of the next term. The third derivative falls from −0.0233 to −0.0656 over an interval of 0.9, so $E''''$ is roughly $-0.0423/0.9=-0.047$, and a forty-eighth of that is $-0.0010$.

Q: Then average the eigenvalues of the atom and the ion. The curvature should cancel, and no fractional occupation is needed.

A: It does cancel. In the average of $\varepsilon(m+\tfrac12)$ and $\varepsilon(m-\tfrac12)$ the terms in $E''$ have opposite signs, which leaves

$$\tfrac12[\varepsilon(1)+\varepsilon(2)]=E'+\tfrac18E'''+\dots$$

Subtracting the energy difference leaves an error of $\tfrac1{12}E'''$ at leading order. The error of the half-way eigenvalue, defined in the same way as estimate minus energy difference, is $-\tfrac1{24}E'''$. The average should therefore be about twice as far off, on the other side. The computed errors are −0.00393 and +0.00198 hartree, with a ratio of −1.98. The average takes two self-consistent calculations and the half-way rule takes one.

Q: Something troubles me in your table. The 2s eigenvalue climbs from −0.50 to −0.21 hartree as the shell fills. I have heard that the exact energy is a straight line between integer electron numbers. Then the slope should not move at all.

A: For the exact functional it should not, and the reason is short. A system with a fractional average number of electrons is a statistical mixture of states with integer numbers. Let $E_M$ be the ground-state energy with $M$ electrons, and let the mixture contain $M$ electrons with probability $p_M$. Its lowest energy is $\sum_M p_ME_M$, with the average number $\sum_M p_MM=N-1+w$ prescribed and $0\le w\le1$.

Assume that the integer energies are convex, meaning that $E_{M-1}-E_M\ge E_M-E_{M+1}$ for every $M$: when electrons are taken away one at a time, each removal costs at least as much as the previous one. I take this as an assumption about atoms and molecules. Then all the points $(M,E_M)$ lie on or above the straight line through the points for $N-1$ and $N$. A weighted average of points on or above a line cannot fall below it, so

$$\sum_M p_ME_M\ge(1-w)E_{N-1}+wE_N .$$

Equality is reached by mixing just those two ground states. The exact energy is thus linear between the integers.

Q: And what does that do to the half-way rule?

A: Suppose that the exact functional is used and that the fraction $w$ sits in the highest occupied orbital. Then $E(n)$ is linear inside the interval, and (4) gives

$$\varepsilon(n)=E_N-E_{N-1}=-I$$

at every interior point. Both $E''$ and $E'''$ vanish there, so the half-way rule has no error, and neither does any other interior point. At an integer the slope may jump, so there one has to say from which side it is taken.

In the beryllium example the local density approximation instead gives a curve that bends upward. To measure the bend, compare the midpoint with the chord:

$$E(1.5)-\tfrac12[E(1)+E(2)]=-14.30935+14.27231=-0.0370\text{ hartree}.$$

This is −1.01 eV. The Taylor expansions at the two ends give $-\tfrac18E''$ as the leading term, and $-0.2972/8=-0.0372$ hartree slightly overshoots it. The next term of the same expansions is $-\tfrac{1}{24}(\tfrac12)^4E''''=-\tfrac1{384}E''''$. For $E''''\approx-0.047$ this is about $+0.0001$ hartree, which has the sign and size of the difference.

Q: So the energy at half occupation is wrong by a full electronvolt, yet you take the slope at that very point and trust it to 0.05 eV?

A: Yes, because the height and the slope respond to different derivatives. The curve hangs below its chord by about $\tfrac18E''$. Its slope at the midpoint differs from the slope of the chord by about $\tfrac1{24}E'''$. A purely parabolic sag lowers the midpoint and leaves the slope there parallel to the chord. Both figures are measured from the chord between the model's own end points, and errors in those end points are a separate question.

Q: Does the argument cover excitations, where an electron moves from one orbital to another and none leaves?

A: Let a fraction $\lambda$ move from orbital $i$ to orbital $j$, so that $n_i$ falls by $\lambda$ and $n_j$ rises by $\lambda$. The chain rule and (4) give

$$\frac{dE}{d\lambda}=-\varepsilon_i+\varepsilon_j .$$

The derivation of (6) used nothing but a smooth function of one variable. With $\lambda$ in place of $n$, the energy difference is $\varepsilon_j-\varepsilon_i$ at $\lambda=\tfrac12$, plus one twenty-fourth of the third derivative with respect to $\lambda$. The condition is that the stationary solution can be followed smoothly from $\lambda=0$ to 1. Whether the final stationary point represents a real excited state well is a question about the functional.

Q: Give me a case where the remainder in (6) cannot be trusted.

A: Empty an orbital that supplies all of the density of its spin. Local exchange for one spin is proportional to $-\int\rho_\sigma^{4/3}d\mathbf r$. With $\rho_\sigma=n\phi^2$ and a fixed orbital shape this becomes $-c\,n^{4/3}$ with $c>0$. Its third derivative is proportional to $n^{-5/3}$ and grows without limit as $n\to0$. The continuity assumed for (6) is lost, and no largest value of $|E'''|$ exists to bound the error.

The estimate itself stays finite. Between $n=0$ and 1 this term changes by $-c$, while its slope at $n=\tfrac12$ is $-\tfrac43c\,(\tfrac12)^{1/3}$. The cube of $\tfrac43(\tfrac12)^{1/3}$ is $\tfrac{64}{54}$, which exceeds 1, so the half-way rule overstates the size of this term. A core of the same spin does not remove the trouble. With $\rho_\sigma=\rho_c+n\phi^2$ and fixed shapes, the third derivative at $n=0$ is proportional to $\int\phi^6\rho_c^{-5/3}d\mathbf r$, which diverges when $\rho_c^{5/3}$ decays faster than $\phi^6$, as it does for a valence orbital outside a tight core. In the beryllium example the 2s occupation stops at 1, so no orbital is emptied and this singular point is not reached.

Q: Then what should I check before using the rule on a system of my own?

A: Check that the same solution is followed from one end to the other, and estimate $E'''$. Where $E'''$ varies only moderately over the interval, eigenvalues at three equally spaced occupations give a first look, because their second difference divided by the square of the spacing approximates $E'''$. From the table, with spacing 0.5,

$$\frac{-0.20575-2(-0.34755)-0.50117}{0.25}=\frac{-0.01182}{0.25}=-0.047\text{ hartree}.$$

A twenty-fourth of this is $-0.0020$ hartree, which matches the remainder found from the total energies. The estimate is not reliable when an end point is singular, and this includes the common case of a valence spin orbital emptied from 1 to 0. For beryllium treated with spin polarization and one 2s spin orbital emptied, the three eigenvalues suggest a remainder of 0.0028 hartree, while the energies give 0.0010. For the term $-c\,n^{4/3}$ above, the slopes at $n=0,\tfrac12,1$ are $0$, $-1.0583c$ and $-1.3333c$. Their second difference divided by $0.25$ is $3.133c$, and a twenty-fourth of that is $0.131c$, while the true remainder is $-c+1.0583c=0.058c$. The numerical check printed below contains the spin-unpolarized energies and eigenvalues in the 14-function basis.

## Calculated quantities

```
Be atom, spin-unpolarized LDA (Slater + VWN), n = 2s occupation
basis: 14 s Gaussians, exponents 0.03 to 4470 bohr^-2, ratio 2.5
1 hartree = 27.211386 eV
n = 1.00: E = -14.097542 hartree, eps_2s = -0.501170 hartree
n = 1.25: E = -14.213057 hartree, eps_2s = -0.423243 hartree
n = 1.50: E = -14.309350 hartree, eps_2s = -0.347549 hartree
n = 1.75: E = -14.387080 hartree, eps_2s = -0.274841 hartree
n = 2.00: E = -14.447072 hartree, eps_2s = -0.205749 hartree
energy-slope step in occupation = 0.02
dE/dn_2s at (n_1s,n_2s)=(2,1.5) = -0.3475487 hartree
eps_2s   at (2,1.5)             = -0.3475487 hartree
dE/dn_1s at (1.8,1.3)           = -4.4739892 hartree
eps_1s   at (1.8,1.3)           = -4.4739892 hartree
dE/dn_2s at (1.8,1.3)           = -0.5006292 hartree
eps_2s   at (1.8,1.3)           = -0.5006292 hartree
1s-2s rotation by 0.1 rad: dE/dtheta numeric = 0.373917 hartree
  same from 2(n_a-n_b)<a|h|b>  = 0.373917 hartree
frozen-orbital slope at n=1.5  = -0.3475487 hartree
curvature E'' at 1.5, frozen   = 0.32724 hartree
curvature E'' at 1.5, relaxed  = 0.29723 hartree
E(2)-E(1)                      = -0.349530 hartree
integral of eps_2s, n=1 to 2   = -0.349530 hartree
ionization energy E(1)-E(2)    = 0.349530 hartree = 9.5112 eV
half-occupation -eps(1.5)      = 0.347549 hartree = 9.4573 eV
upper-end estimate -eps(2)     = 0.205749 hartree = 5.5987 eV
eps(1.5) minus [E(2)-E(1)]     = 0.001982 hartree = 0.0539 eV
eps(2) minus [E(2)-E(1)]       = 0.143781 hartree
  E''/2 + E'''/12 at n=1.5     = 0.144621 hartree
mean end eps minus [E(2)-E(1)] = -0.003929 hartree
ratio mean-end error / midpoint error = -1.983
D = 1.00: remainder = -1.9815e-03 hartree, 24*remainder/D^3 = -0.04756 hartree
D = 0.50: remainder = -2.4919e-04 hartree, 24*remainder/D^3 = -0.04784 hartree
D = 0.25: remainder = -3.1192e-05 hartree, 24*remainder/D^3 = -0.04791 hartree
order from D=1 to 0.5: 2.991; from 0.5 to 0.25: 2.998
E''' from eigenvalues at n = 1.05: -0.02330 hartree
E''' from eigenvalues at n = 1.50: -0.04792 hartree
E''' from eigenvalues at n = 1.95: -0.06555 hartree
E(1.5) minus straight line     = -0.037043 hartree = -1.0080 eV
```
